# The Quadratic Coulomb Gap from Single-Electron Stability in Disordered Chalcogenides

Take a thick insulating amorphous Ge-Sb-Te film, far from any metal electrode, whose disorder alone would give \(1.0\times10^{20}\) localized states per eV and cm³ at the Fermi level. At 1 meV from that level, the quadratic law derived below leaves about \(2.6\times10^{18}\), a reduction by a factor of 39. No band structure has been changed and no state has been removed from the material. The Coulomb repulsion between electrons has moved the states away from the Fermi level, because the lowest-energy arrangement of charges cannot allow a transfer that lowers its energy.

Let the localized sites \(i\) have positions \(\mathbf r_i\), random energies \(\varphi_i\), and occupations \(n_i=0\) or \(1\). Each site carries a compensating background of half an electron charge, so that a half-filled system is neutral. With

\[
C=\frac{e^2}{4\pi\varepsilon_0\kappa},\qquad U_{ij}=\frac{C}{r_{ij}},\qquad q_i=n_i-\tfrac12 ,
\]

where \(\kappa\) is the static dielectric constant, the energy is

\[
H=\sum_i\varphi_i n_i+\frac12\sum_{i\ne j}U_{ij}q_iq_j .
\]

This assumes that overlap between sites is negligible, that double occupation costs too much to occur, and that the \(1/r\) interaction is unscreened. The temperature is zero. The single-particle energy is the cost of adding an electron at site \(i\) with all others fixed:

\[
\varepsilon_i=\varphi_i+\sum_{k\ne i}U_{ik}q_k .
\]

Now move one electron from an occupied site \(i\) to an empty site \(j\). The charges change by \(\delta q_i=-1\) and \(\delta q_j=+1\). Since \(H\) is quadratic in the charges, its change has a linear and a quadratic part:

\[
\Delta E=\varphi_j-\varphi_i+\sum_k U_{jk}q_k-\sum_kU_{ik}q_k
+\frac12\sum_{k\neq l}U_{kl}\,\delta q_k\,\delta q_l .
\]

The first four terms are \(\varepsilon_j-\varepsilon_i\). In the last sum the pair appears twice, as \((i,j)\) and \((j,i)\), which cancels the factor \(\tfrac12\), and \(\delta q_i\delta q_j=-1\). Hence

\[
\Delta E=\varepsilon_j-\varepsilon_i-\frac{C}{r_{ij}} .
\]

The last term has a simple origin. The energy \(\varepsilon_j\) was calculated with the electron still on site \(i\), repelling the newcomer. In a transfer that electron is the newcomer, so the repulsion must be subtracted. Equivalently, the electron is attracted to the hole it leaves behind.

In the ground state \(\Delta E>0\) for every such pair, apart from accidental degeneracies, so

\[
\varepsilon_j-\varepsilon_i>\frac{C}{r_{ij}}>0 .
\]

Every occupied level therefore lies below every empty one. Put the Fermi level between them and measure energies from it. If an occupied and an empty site both lie within \(E\) of it, then \(\varepsilon_j-\varepsilon_i<2E\), and

\[
r_{ij}>\frac{C}{2E}.
\]

Sites of opposite occupation close to the Fermi level must be far apart. This exclusion rule is an exact consequence of stability in the model.

The condition is necessary for a ground state but not sufficient, because moves of several electrons may still lower the energy. In 100 random samples of 12 half-filled sites, enumeration of all arrangements gave on average 1.32 that were stable against every single transfer, and up to 4 in one sample. The ground state was among them each time. The results below use single transfers alone.

It is tempting to say that each near-Fermi site now occupies a volume of order \((C/E)^3\), so that their density is at most of order \((E/C)^3\). That step needs a further assumption, because the rule separates occupied sites from empty ones and says nothing about two occupied sites. Consider one block holding only occupied sites and another holding only empty ones, with closest separation \(D\). If every \(|\varepsilon_i|\) exceeds \(C/(2D)\), then \(\varepsilon_j-\varepsilon_i>C/D\ge C/r_{ij}\), and every transfer costs energy however densely each block is filled. Any such set of energies can be realized by choosing \(\varphi_i=\varepsilon_i-\sum_kU_{ik}q_k\). With two blocks of 27 sites at unit spacing, \(D=10\), \(C=1\) and \(|\varepsilon_i|\) between 0.051 and 0.1, the cheapest transfer still costs 0.0122. The quadratic law would allow about 0.09 states in the same region, where there are 54.

Such segregation requires site energies arranged over the distance \(D\). For a statistically uniform disordered material the natural hypothesis is that occupied and empty near-Fermi sites are mixed in space. To state it precisely, let \(g(\varepsilon)\) be the density of states per volume and energy, taken symmetric about zero, and let

\[
n(E)=\int_0^E g(\varepsilon)\,d\varepsilon
\]

be the density of occupied sites within \(E\) of the Fermi level, equal by symmetry to that of empty ones. Let \(d(E)\) be the mean distance from such an occupied site to the nearest such empty site, and define \(\gamma=d\,n^{1/3}\). Mixing means that \(\gamma\) stays bounded as \(E\to0\). Every distance entering the mean exceeds \(C/(2E)\), so \(d\ge C/(2E)\), and

\[
n(E)=\left(\frac{\gamma}{d}\right)^3\le\left(\frac{2\gamma E}{C}\right)^3 .
\]

For a power law \(g=a|\varepsilon|^p\) the left side is \(aE^{p+1}/(p+1)\). If \(p<2\), it exceeds a multiple of \(E^3\) at small enough \(E\), which is forbidden. Thus \(p\ge2\). For \(p=2\),

\[
\frac{aE^3}{3}\le\frac{8\gamma^3E^3}{C^3}
\quad\Longrightarrow\quad
a\le\frac{24\gamma^3}{C^3}.
\]

Stability and mixing together give an upper bound on the density of states. They do not show that the bound is approached, and they do not fix the coefficient. For that one must ask how strongly the exclusions deplete the states.

Take an occupied site at energy \(-\varepsilon\), with \(\varepsilon>0\). An empty site at \(\varepsilon'\) is a forbidden partner if it lies inside the radius \(C/(\varepsilon+\varepsilon')\). If the empty sites were placed independently and uniformly, the mean number of forbidden partners would be their density times the excluded volume:

\[
M(\varepsilon)=\frac{4\pi C^3}{3}\int_0^\infty
\frac{g(\varepsilon')}{(\varepsilon+\varepsilon')^3}\,d\varepsilon' .
\]

For independent placements the probability of finding no forbidden partner is \(e^{-M}\). However, a forbidden pair appears in the count of both its members, while displacing one of them is enough to remove it. Let a fraction \(s\) of each exclusion be charged to each member. With \(g_0\) the bare density, the closure is

\[
\ln\frac{g(\varepsilon)}{g_0}=-s\,\frac{4\pi C^3}{3}\int_0^\infty
\frac{g(\varepsilon')}{(\varepsilon+\varepsilon')^3}\,d\varepsilon' .
\]

Equal sharing is \(s=\tfrac12\). This is a mean-field assumption: it neglects correlations among the partners, and using the depleted \(g\) on the right makes it self-consistent. The stability condition does not imply it.

The equation has at most one solution among densities with integrable differences. To see this, write its kernel as

\[
\frac1{(\varepsilon+\varepsilon')^3}=\frac12\int_0^\infty u^2e^{-u\varepsilon}e^{-u\varepsilon'}\,du .
\]

Subtract the equations for two solutions \(g_1\) and \(g_2\), multiply by \(g_1-g_2\) and integrate:

\[
\int_0^\infty(g_1-g_2)\ln\frac{g_1}{g_2}\,d\varepsilon
=-\frac{2\pi sC^3}{3}\int_0^\infty u^2
\left[\int_0^\infty(g_1-g_2)e^{-u\varepsilon}d\varepsilon\right]^2du .
\]

The left side cannot be negative and the right side cannot be positive. Both vanish, so \(g_1=g_2\).

Now insert \(g=a\varepsilon^2\) up to some fixed energy \(W\); states above \(W\) contribute a finite amount as \(\varepsilon\to0\). With \(v=\varepsilon+\varepsilon'\),

\[
\int_0^W\frac{\varepsilon'^2d\varepsilon'}{(\varepsilon+\varepsilon')^3}
=\int_\varepsilon^{W+\varepsilon}\left(\frac1v-\frac{2\varepsilon}{v^2}+\frac{\varepsilon^2}{v^3}\right)dv
\]
\[
=\ln\frac{W+\varepsilon}{\varepsilon}+\frac{2\varepsilon}{W+\varepsilon}
-\frac{\varepsilon^2}{2(W+\varepsilon)^2}-\frac32 .
\]

As \(\varepsilon\to0\) this grows as \(\ln(1/\varepsilon)\). The left side of the closure behaves as \(-2\ln(1/\varepsilon)\). Equating the coefficients of the logarithm gives

\[
s\,\frac{4\pi C^3}{3}\,a=2
\quad\Longrightarrow\quad
a=\frac{3}{2\pi sC^3},
\]

and for equal sharing

\[
\boxed{\,g(\varepsilon)\to\frac{3}{\pi}\,\frac{\varepsilon^2}{C^3}
=\frac3\pi\left(\frac{4\pi\varepsilon_0\kappa}{e^2}\right)^3\varepsilon^2,\qquad \varepsilon\to0\,}
\]

The bare density has dropped out. Charging the full exclusion to each member, \(s=1\), would halve the coefficient, from 0.955 to 0.477 in units of \(C^{-3}\), but would leave the exponent at 2.

Other powers fail in the closure for reasons that show the mechanism. If \(p>2\), the integral stays finite as \(\varepsilon\to0\). There are then too few partners to deplete the states completely, and \(g(0)\) would be nonzero, contrary to the starting assumption. If \(p<2\), the integral grows as \(\varepsilon^{p-2}\), which makes \(g\) vanish faster than any power, again a contradiction. At \(p=2\) each interval of \(\ln\varepsilon'\) well above \(\varepsilon\) contributes equally, and this produces the logarithm that a power law needs.

The same argument applies to sites in a plane that still interact through \(C/r\). The excluded area is \(\pi C^2/(\varepsilon+\varepsilon')^2\), and \(g=a_2\varepsilon\) gives an integral growing as \(a_2\ln(1/\varepsilon)\). The left side now behaves as \(-\ln(1/\varepsilon)\), so \(s\pi C^2a_2=1\), and equal sharing gives \(g=2\varepsilon/(\pi C^2)\). The gap is linear in two dimensions because the excluded region grows as the square of the distance.

The range of the interaction matters as much as the dimension. If it is cut off at a distance \(r_c\), no excluded volume exceeds \(4\pi r_c^3/3\). The number of forbidden partners then stays finite at \(\varepsilon=0\), and the closure gives a reduced but nonzero density there.

How deep in the gap must one go before the limiting coefficient applies? Define the half-width \(\Delta\) as the energy at which the quadratic law reaches the bare density:

\[
\frac{3\Delta^2}{\pi C^3}=g_0
\quad\Longrightarrow\quad
\Delta=\sqrt{\frac{\pi g_0C^3}{3}} .
\]

For constant \(g_0\) and \(s=\tfrac12\), put \(\varepsilon=\Delta x\) and \(g=g_0G\). The prefactor becomes \((2\pi/3)C^3g_0/\Delta^2=2\), so

\[
\ln G(x)=-2\int_0^\infty\frac{G(x')}{(x+x')^3}\,dx' .
\]

Write \(G=x^2h\), \(t=-\ln x\) and \(y=x'/x\). Then

\[
\ln h=2t-2\int_0^\infty h(x')\,\frac{y^3}{(1+y)^3}\,\frac{dx'}{x'} .
\]

At fixed \(x'\), \(dy/dt=y\), and \(y\,\frac{d}{dy}\frac{y^3}{(1+y)^3}=\frac{3y^3}{(1+y)^4}\). Differentiation therefore gives

\[
\frac{d\ln h}{dt}=2-6\int_0^\infty h(xy)\frac{y^2}{(1+y)^4}\,dy .
\]

The integral of \(y^2/(1+y)^4\) is \(\tfrac13\), so \(h=1\), the quadratic law, is stationary. For a small deviation \(\ln h\propto e^{\lambda t}=x^{-\lambda}\), its value at \(x'=xy\) carries an extra factor \(y^{-\lambda}\), and

\[
\lambda=-6\int_0^\infty\frac{y^{2-\lambda}}{(1+y)^4}dy
=-\Gamma(3-\lambda)\Gamma(1+\lambda),
\]

by the beta integral with \(\Gamma(4)=6\). A numerical root is \(\lambda=-0.134\pm0.987i\). The deviation thus decays roughly as \(x^{0.134}\) while oscillating in \(\ln x\). It changes sign each time the energy falls by a factor \(e^{3.18}\approx24\), and its successive peaks shrink by a factor 0.654. The full nonlinear solution, followed over many decades, gives a half-period of 3.181 and a peak ratio of 0.6545, against predictions of 3.182 and 0.6539.

This approach is very slow. The ratio \(G/x^2\) is about 2.2 at \(x=0.3\), 1.71 at \(x=0.1\), 0.44 at \(x=0.01\), 1.14 at \(x=10^{-4}\), and 1.003 at \(x=10^{-20}\). Within the closure, then, \(3/\pi\) is a limiting coefficient and not an accurate one over the first few decades. Whether real charge arrangements share the oscillation is not established here; it may be a product of neglecting correlations.

A direct simulation bears on that question at moderate energies. Sixty periodic lattices of 1000 sites, with spacing \(a_0\) and \(\varphi_i\) uniform between \(-1\) and \(1\) in units of \(C/a_0\), were relaxed until no single transfer lowered the energy. At \(\varepsilon=0.2\), 0.3, 0.4, 0.5 and 0.6 the density of states was 0.043, 0.105, 0.190, 0.267 and 0.346, against 0.038, 0.086, 0.153, 0.239 and 0.344 from the quadratic law, in units of \(1/(Ca_0^2)\). The agreement is within about 25% of the law. For this lattice \(g_0=0.5\) and \(\Delta=\sqrt{0.5\pi/3}=0.72\), so \(x=0.3\) corresponds to \(\varepsilon=0.22\). There the closure predicts about 2.2 times the law, while the neighbouring lattice values are 1.13 and 1.22 times it. The value 2.2 is for a continuum of sites and an unbounded flat band; with the band ending at 1 and the discrete lattice distances the closure gives about 2.5. The closure therefore overestimates the density at this depth by about a factor of two.

The simulation also separates the roles of level filling and transfer stability. From the number of states within 0.25 and within 0.5 of the Fermi level one obtains an effective exponent of \(g\). It is 0.02 without interactions, about 1 when the interacting levels are merely filled in order of energy, and about 2.2 after stability against transfers is imposed. The last value depends on where the window lies relative to \(\Delta\): with \(\varphi_i\) between \(-2\) and \(2\), where \(\Delta=0.51\), the same window gives about 1.8. The middle value depends somewhat on the starting arrangement, because many arrangements have their levels filled in order; here the start is the ground state without interactions. The fraction of sites within 0.3 of the Fermi level falls from 0.297 to 0.048 and then to 0.019. The mixing parameter is \(\gamma=0.78\) for both \(E=0.35\) and \(E=0.5\), which supports the mixing hypothesis in this range. If that value persisted to zero energy, the bound would be \(a\le11.4/C^3\), about twelve times the closure's coefficient, so the bound is far from tight. These lattices cannot test the asymptotic coefficient. Their largest periodic distance is \(8.66a_0\), which forces an empty interval of at least 0.058 on each side of the Fermi level.

For the film, take the rough values \(\kappa=20\), \(g_0=10^{20}\) eV⁻¹cm⁻³ \(=0.1\) eV⁻¹nm⁻³, and a localization length \(\xi=1\) nm. The electrodes of a memory cell, taken to be 50 nm apart, are left out at first. These values give \(C=1.44/20=0.0720\) eV nm, and

\[
\Delta=\sqrt{\frac{\pi(0.1)(0.0720)^3}{3}}\ \text{eV}=6.3\ \text{meV},
\qquad \frac{\Delta}{k_B}=73\ \text{K}.
\]

The coefficient is \(a=2.56\times10^{24}\) eV⁻³cm⁻³. Integrating the quadratic law from \(-\Delta\) to \(\Delta\) gives \(2a\Delta^3/3=2g_0\Delta/3=4.2\times10^{17}\) cm⁻³, one third of the bare number. An occupied and an empty site within \(\Delta\) of the Fermi level must be at least \(C/(2\Delta)=5.8\) nm apart. At 1 meV the closure gives \(5.6\times10^{18}\) eV⁻¹cm⁻³, about twice the value quoted at the start. On the lattices this depth corresponds to \(\varepsilon\approx0.12\), only twice the forced empty interval, and the density there depends on the size of the cell: about 0.6 of the law for 1000 sites and 0.9 for 2744. These values lean toward the law rather than the closure, but they are not converged, and even far from electrodes the density at 1 meV is known here no better than to about a factor of two.

A memory cell works near room temperature, where \(k_BT=25.9\) meV is 4.1 times \(\Delta\). Thermal rearrangement then washes out the gap, and the zero-temperature law should not be used for the cell's ordinary conduction. Even at 77 K, \(k_BT\) slightly exceeds \(\Delta\). At 4.2 K it is 0.36 meV, or 6% of \(\Delta\), and a gap can survive at energies well above that. Metal electrodes limit it further, because their image charges weaken the repulsion. Midway between two metal plates a distance \(L\) apart, \(C/r\) is replaced by

\[
C\sum_{m=-\infty}^{\infty}\frac{(-1)^m}{\sqrt{r^2+m^2L^2}} .
\]

For \(L=50\) nm this is 54% of \(C/r\) at 18 nm, and only 24% at 36 nm, the exclusion distance \(C/(2E)\) for \(E=1\) meV. The exclusions are then much weaker, and the density at 1 meV is well above the value quoted at the start. A cell this thin has no clear quadratic regime; the law needs electrodes much farther apart than the exclusion distance.

The read voltage is a stronger restriction. A bias of 0.1 V across 50 nm is a field \(F=0.020\) MV/cm, which changes the energy by 11.5 meV over 5.8 nm, nearly the whole \(2\Delta=12.5\) meV. More generally, the field energy over the distance \(C/(2E)\) is small compared with \(2E\) if

\[
eF\ll\frac{4E^2}{C}.
\]

At \(E=1\) meV and this thickness, the voltage must be well below 3 mV. A measurement at ordinary read bias does not probe the equilibrium gap at that depth.

The remaining approximations are of unequal quality. The crude overlap estimate \((C/\xi)e^{-r/\xi}\) at 5.8 nm is 0.23 meV, or 4% of \(\Delta\), but it omits a prefactor that grows with \(r/\xi\): for two Coulomb-bound states decaying as \(e^{-r/\xi}\) the half-splitting at this distance is 0.93 meV, or 15% of \(\Delta\). Overlap is thus a modest correction at the gap edge, and it falls rapidly deeper in the gap, where pairs are farther apart. The on-site repulsion scale \(C/\xi=72\) meV is far above \(\Delta\), so the energies for adding a first and a second electron to the same site do not both lie inside the gap. This does not exclude double occupation: if the disorder spreads the site energies over several hundred meV, many sites deep below the Fermi level hold two electrons. Single occupation is therefore a simplification for this film, and lattice relaxation may even favour pairing. The lattice is not negligible: with a high-frequency dielectric constant of 15, its polarization energy around a localized charge is of order 10 meV, comparable with \(\Delta\): 12 meV if the charge sits on a shell of radius \(\xi\), and 7.5 meV if its density falls as \(e^{-2r/\xi}\). The law then refers to energies after the lattice has relaxed, and a faster probe would see a different spectrum.

The least certain input is \(g_0\), and \(10^{20}\) eV⁻¹cm⁻³ is probably high for states deep in the mobility gap of an amorphous film. Since \(\Delta\propto g_0^{1/2}\kappa^{-3/2}\), a value of \(10^{18}\) would reduce \(\Delta\) tenfold to 0.63 meV, where electrodes 50 nm apart would screen most of the interaction. Doubling \(\kappa\) at fixed \(g_0\) would divide \(\Delta\) by 2.8. The gap is best sought in thick, strongly localized films with a large density of states, at a few kelvin and at small bias. The numerical output lists the main values used here.

## Computed values

```
MODEL TESTS (energies in C/a, lengths in a)
largest transfer-cost error: 1.1e-15
12-site samples: 100; mean number of stable states: 1.32; maximum: 4
segregated blocks: 54 states, law 0.086, lowest transfer cost 0.0122
forbidden-partner fraction: sampled 0.1556, formula 0.1562
lattice: 1000 sites, 60 samples, phi in [-1, 1]
lowest transfer cost after relaxation: 1.25e-06
g at eps=0.2: lattice 0.0432, (3/pi)eps^2 0.0382 [1/(C a^2)]
g at eps=0.3: lattice 0.1048, (3/pi)eps^2 0.0859 [1/(C a^2)]
g at eps=0.4: lattice 0.1903, (3/pi)eps^2 0.1528 [1/(C a^2)]
g at eps=0.5: lattice 0.2672, (3/pi)eps^2 0.2387 [1/(C a^2)]
g at eps=0.6: lattice 0.3458, (3/pi)eps^2 0.3438 [1/(C a^2)]
effective exponent 0.25-0.5: bare 0.018, level-ordered 1.071, relaxed 2.218
states per site within 0.3: bare 0.2968, level-ordered 0.0478, relaxed 0.0191
band E=0.35: closest pair 1.732, bound 1.429, mixing gamma 0.778
band E=0.5: closest pair 1.414, bound 1.000, mixing gamma 0.782
CLOSURE (dimensionless)
coefficient a*C^3: s=1/2 0.9549, s=1 0.4775
x=1e+00: G=6.8229e-01, G/x^2=0.6823
x=3e-01: G=1.9565e-01, G/x^2=2.1738
x=1e-01: G=1.7136e-02, G/x^2=1.7136
x=1e-02: G=4.3824e-05, G/x^2=0.4382
x=1e-04: G=1.1431e-08, G/x^2=1.1431
x=1e-08: G=9.2183e-17, G/x^2=0.9218
x=1e-20: G=1.0026e-40, G/x^2=1.0026
linear root: decay 0.1335, frequency 0.9873
half-period in ln x: solution 3.181, predicted 3.182
successive peak ratio: solution 0.6545, predicted 0.6539
EXAMPLE: rough amorphous Ge-Sb-Te regime
kappa static 20, fast 15; g0 1.0e+20 1/(eV cm^3)
localization length 1.0 nm; film 50 nm; read voltage 0.1 V
C = 0.07200 eV nm; a = 2.559e+24 1/(eV^3 cm^3)
Delta = 6.252 meV; Delta/kB = 72.5 K
pair distance C/(2 Delta) = 5.76 nm
quadratic-law states within +-Delta = 4.168e+17 cm^-3
g at 1 meV: law 2.559e+18, closure 5.588e+18 1/(eV cm^3)
g at 3 meV: law 2.303e+19, closure 3.758e+19 1/(eV cm^3)
kB*T at 300.0 K = 25.852 meV; kB*T/Delta = 4.135
kB*T at 77.0 K = 6.635 meV; kB*T/Delta = 1.061
kB*T at 4.2 K = 0.362 meV; kB*T/Delta = 0.058
electrode cutoff C/(2 thickness) = 0.720 meV
read field = 0.020 MV/cm; energy over pair distance = 11.52 meV
overlap estimate (C/xi)exp(-r/xi) at C/(2 Delta) = 0.227 meV
on-site repulsion scale C/xi = 72.0 meV
lattice polarization scale = 12.00 meV
```
